\section*{Inertial Bragg decay in InSb after sudden loss of bonding forces}

\section{Problem}

An intense, short laser pulse can excite so many electrons in a semiconductor that the forces holding the atoms at their sites weaken before the lattice has had time to warm. Take the extreme model of this event. An InSb crystal is in thermal equilibrium at $T=300$ K. At $t=0$ the potential energy surface becomes flat: all interatomic forces vanish at once, and each atom keeps the velocity it had. A short x-ray pulse then records a Bragg reflection at time $t$.

\begin{enumerate}
\item Show that the Bragg intensity, relative to its value just before the switch, is
\begin{equation}
\frac{I(Q,t)}{I(Q,0)}=\exp\left(-\frac{Q^2v^2t^2}{3}\right),
\label{eq:claim}
\end{equation}
where $v$ is the thermal speed, about 2.5 \AA/ps.
\item Compare the decay times of the 111 and 220 reflections.
\item Find out how flat the potential must be for the result to hold.
\end{enumerate}

The conventions are these. The speed $v$ is the three-dimensional root-mean-square speed, $v^2=\langle v_x^2+v_y^2+v_z^2\rangle$. The decay time $\tau$ is the time at which the intensity, not the amplitude, has fallen to $1/e$. The atoms move classically, each x-ray photon scatters at most once, and $Q$ is held fixed. Indium and antimony are both given their mean mass, $M=118.289$ u. The lattice constant is a rough $a=6.5$ \AA.

\section{First estimate by scaling}

A Bragg peak exists because waves scattered by equivalent atoms arrive in phase. A displacement $u$ along the scattering vector changes the phase by $Qu$, so the peak should fade when random displacements reach about $1/Q$. An atom of speed $v$ covers this distance in
\begin{equation}
t_{\rm est}\sim\frac{1}{Qv}.
\end{equation}
For a cubic crystal $Q=2\pi\sqrt{h^2+k^2+l^2}/a$, which gives
\begin{align}
Q_{111}&=\frac{2\pi\sqrt3}{6.5}=1.674\ \text{\AA}^{-1}, &
Q_{220}&=\frac{2\pi\sqrt8}{6.5}=2.734\ \text{\AA}^{-1}.
\end{align}
With $v=2.5$ \AA/ps the estimates are
\begin{align}
t_{\rm est,111}&\sim\frac{1}{1.674\times2.5}=0.24\ \text{ps}, &
t_{\rm est,220}&\sim\frac{1}{2.734\times2.5}=0.15\ \text{ps}.
\end{align}
Scaling says that the time varies as $1/Q$. It leaves open the numerical factor and the shape of the decay.

\section{Exact solution of the flat-potential model}

\subsection{Averaging over the velocities}

Let atom $j$ be at $\mathbf r_j$ when the forces vanish, and let $f_j$ be its scattering factor. Without forces its position at time $t$ is $\mathbf r_j+\mathbf v_jt$, and the scattered amplitude is
\begin{equation}
F(t)=\sum_j f_j\,e^{i\mathbf Q\cdot(\mathbf r_j+\mathbf v_jt)} .
\end{equation}
Before the switch the energy is $\sum_j M|\mathbf v_j|^2/2+V(\mathbf r_1,\mathbf r_2,\ldots)$. The classical Boltzmann weight is therefore a product of a factor that contains the positions and one Maxwell factor for each velocity. Hence the velocities are independent of the positions and of one another, although the positions of neighbours are correlated through $V$.

Hold the initial positions fixed and average the intensity over the velocities:
\begin{equation}
\langle|F(t)|^2\rangle=\sum_{j,k}f_jf_k^*\,
e^{i\mathbf Q\cdot(\mathbf r_j-\mathbf r_k)}
\left\langle e^{i\mathbf Q\cdot(\mathbf v_j-\mathbf v_k)t}\right\rangle .
\end{equation}
For $j=k$ the average is 1. For $j\ne k$ independence turns it into a product of two one-atom averages. Let $x$ be the direction of $\mathbf Q$ and define
\begin{equation}
G(t)=\left\langle e^{iQv_xt}\right\rangle .
\end{equation}
Since $v_x$ and $-v_x$ are equally likely, $G$ is real and the product is $G^2$. Adding and subtracting the terms $j=k$ in the $G^2$ sum gives
\begin{equation}
\langle|F(t)|^2\rangle=G^2(t)\,|F(0)|^2+\left[1-G^2(t)\right]\sum_j|f_j|^2 .
\label{eq:split}
\end{equation}
At a Bragg peak of a crystal of $N$ atoms, $|F(0)|^2$ grows as $N^2$, while the last sum grows as $N$. The last term is smooth diffuse scattering, which is to be subtracted as background. What remains is
\begin{equation}
\frac{I(Q,t)}{I(Q,0)}=G^2(t).
\end{equation}
The thermal displacements present before the switch are contained in $F(0)$ and cancel in this ratio.

The different behaviour of positions and velocities can be seen in a sampled model: a periodic $8\times8\times8$ simple cubic lattice with one displacement per atom, along $\mathbf Q$. Springs of stiffness divided by mass $20$ ps$^{-2}$ join neighbours, and springs of $(2\pi)^2$ ps$^{-2}$ tie atoms to their sites. In 600 thermal samples the correlation coefficient between neighbours was 0.151 for displacements and $-0.0007$ for velocities, the latter being zero within the sampling noise.

\subsection{The Maxwell average}

Write $s=v_x$ and $\sigma^2=\langle v_x^2\rangle$. Equipartition gives $M\sigma^2/2=k_BT/2$, so $\sigma^2=k_BT/M$. The average is
\begin{equation}
G(t)=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
\exp\left(-\frac{s^2}{2\sigma^2}+iQts\right)ds .
\end{equation}
Completing the square in the exponent,
\begin{equation}
-\frac{s^2}{2\sigma^2}+iQts
=-\frac{(s-iQt\sigma^2)^2}{2\sigma^2}-\frac{Q^2\sigma^2t^2}{2}.
\end{equation}
The integrand has no poles and vanishes at large $|{\rm Re}\,s|$, so the line of integration may be shifted by $iQt\sigma^2$. The remaining Gaussian integral is $\sqrt{2\pi}\,\sigma$ and cancels the prefactor:
\begin{equation}
G(t)=e^{-Q^2\sigma^2t^2/2},\qquad
G^2(t)=e^{-Q^2\sigma^2t^2}.
\end{equation}
The three velocity components have equal variances, so $v^2=3\sigma^2$. Substituting $\sigma^2=v^2/3$ gives Eq.~(\ref{eq:claim}). The 3 is the number of directions in space; the factor $1/2$ in the amplitude has been removed by squaring.

The Gaussian shape comes from the Maxwell distribution. If all atoms had the same speed $v$ in random directions, with $\mu$ the cosine of the angle to $\mathbf Q$, the result would be
\begin{equation}
\left[\frac12\int_{-1}^{1}e^{iQvt\mu}\,d\mu\right]^2
=\left[\frac{\sin(Qvt)}{Qvt}\right]^2
=1-\frac{Q^2v^2t^2}{3}+O(t^4).
\end{equation}
This agrees with Eq.~(\ref{eq:claim}) to order $t^2$. At $Qvt=\sqrt3$ it gives 0.325, where the thermal crystal gives $1/e=0.368$.

\subsection{The two decay times}

Setting the exponent in Eq.~(\ref{eq:claim}) to $-1$ gives
\begin{equation}
\tau=\frac{\sqrt3}{Qv}=\frac1Q\sqrt{\frac{M}{k_BT}} .
\label{eq:tau}
\end{equation}
At 300 K the mean mass gives $\sigma=1.452$ \AA/ps and $v=\sqrt3\,\sigma=2.515$ \AA/ps. Therefore
\begin{align}
\tau_{111}&=\frac{1.732}{1.674\times2.515}=0.411\ \text{ps}=411\ \text{fs},\\
\tau_{220}&=\frac{1.732}{2.734\times2.515}=0.252\ \text{ps}=252\ \text{fs}.
\end{align}
The rounded speed 2.5 \AA/ps gives 0.414 and 0.253 ps. As the lattice constant is rough, 0.41 and 0.25 ps are the values to keep; further digits below serve to show small shifts within the model.

The ratio does not depend on temperature, mass or lattice constant:
\begin{equation}
\frac{\tau_{111}}{\tau_{220}}=\frac{Q_{220}}{Q_{111}}=\sqrt{\frac83}=1.633 .
\end{equation}
At equal times the exponents are in the ratio $Q_{220}^2/Q_{111}^2=8/3$, so the relative intensities obey $I_{220}=I_{111}^{8/3}$. At 0.2 ps they are 0.789 for 111 and 0.532 for 220, and indeed $0.789^{8/3}=0.532$.

\section{Comparison of the estimate with the solution}

The scaling estimate has the right dependence on $Q$ and $v$, and so the right ratio of the two times. Its absolute times are too short by $\sqrt3$: 0.24 ps against 0.41 ps, and 0.15 ps against 0.25 ps. At $t=1/(Qv)$ the exact intensity is still $e^{-1/3}=0.72$.

The estimate used the whole speed, but motion perpendicular to $\mathbf Q$ leaves the phase unchanged. With the rms component along $\mathbf Q$ it becomes
\begin{equation}
\frac{1}{Q_{111}\sigma}=\frac{1}{1.674\times1.452}=0.411\ \text{ps},
\end{equation}
which is $\tau_{111}$. This full agreement rests on the choice of the $1/e$ point of intensity; at that time the amplitude has fallen only to $e^{-1/2}$.

\section{How flat must the potential be?}

It is tempting to argue that any atom moves inertially for a short enough time, so that Eq.~(\ref{eq:claim}) must hold at early times whatever the potential. An unexcited crystal refutes this: its atoms move too, yet its Bragg intensity is constant.

To see what happens, let each atom vibrate about its site with angular frequency $\omega_0$ before the switch and $\Omega$ after it. Equipartition gives the initial variance $\langle u_0^2\rangle=\sigma^2/\omega_0^2$ along $\mathbf Q$. After the switch
\begin{equation}
u(t)=u_0\cos\Omega t+\frac{v_0}{\Omega}\sin\Omega t .
\end{equation}
Since $u_0$ and $v_0$ are independent, the cross term averages to zero and
\begin{equation}
\langle u^2(t)\rangle=\frac{\sigma^2}{\omega_0^2}\cos^2\Omega t
+\frac{\sigma^2}{\Omega^2}\sin^2\Omega t .
\end{equation}
The displacement is Gaussian, so the Bragg intensity is proportional to $\exp(-Q^2\langle u^2\rangle)$ by the same integral as before. Subtracting the initial variance and using $\cos^2\Omega t-1=-\sin^2\Omega t$,
\begin{equation}
-\ln\frac{I(t)}{I(0)}
=Q^2\sigma^2\left(1-\frac{\Omega^2}{\omega_0^2}\right)
\frac{\sin^2\Omega t}{\Omega^2}.
\label{eq:curved}
\end{equation}
For $\Omega\to0$ this is the flat-potential law. For $\Omega=\omega_0$ there is no decay. At short times the right-hand side is $Q^2\sigma^2t^2(1-\Omega^2/\omega_0^2)$: the restoring force pulls displaced atoms back, and this changes the variance in the same order, $t^2$, as the free flight does. The law thus needs a real loss of stiffness, not merely a short time.

The largest value of $\sin^2\Omega t$ is 1. With $Q^2\sigma^2=1/\tau^2$, where $\tau$ is the flat-potential time, the intensity reaches $1/e$ only if
\begin{equation}
\frac{1}{\tau^2}\left(\frac{1}{\Omega^2}-\frac{1}{\omega_0^2}\right)\ge1
\quad\Longrightarrow\quad
\Omega^2\le\frac{1}{\tau^2+1/\omega_0^2}.
\end{equation}
For a rough initial frequency $\omega_0/2\pi=2$ THz, the largest residual frequencies are 0.38 THz for 111 and 0.60 THz for 220. In terms of stiffness, which varies as frequency squared, at most $(0.38/2)^2=3.6\%$ and $(0.60/2)^2=9\%$ of the original may remain if the intensity is to reach $1/e$ at all. This is a weaker demand than that Eq.~(\ref{eq:claim}) hold: at these limits the level is touched only at $t=\pi/(2\Omega)$, about $1.6\,\tau$. The percentages depend strongly on the rough initial frequency: with 1.5 THz in place of 2 THz they would be 6.2\% and 15\%. They also belong to the single-frequency model. In a crystal the modes have many frequencies and do not all reach their largest displacement together. If all stiffnesses are reduced by the same factor and the initial variance is the same, the limits are therefore stricter; for a Debye spectrum with the initial variance of the 2 THz model they are about 2.2\% and 5.7\%. If some modes soften much more than others, no single percentage decides the matter.

When the level is reached, setting Eq.~(\ref{eq:curved}) to 1 gives the new decay time $\tau'$:
\begin{equation}
\sin\Omega\tau'=\frac{\Omega\tau}{\sqrt{1-\Omega^2/\omega_0^2}} .
\end{equation}
In the single-frequency model, a residual frequency of 0.2 THz, or 1\% of the original stiffness, lengthens the 111 time to 0.435 ps and the 220 time to 0.258 ps. The ratio rises from 1.63 to 1.69, because the slower reflection feels the restoring force for longer. If the potential is instead inverted, $\Omega^2=-\kappa^2$, the same steps give $\sinh\kappa\tau'=\kappa\tau/\sqrt{1+\kappa^2/\omega_0^2}$. For $\kappa/2\pi=0.2$ THz the times are 0.393 and 0.247 ps, and the ratio falls to 1.59. For the law itself to hold, in the sense that $\tau'$ exceeds $\tau$ by no more than 5\%, the single-frequency model with 2 THz allows a positive residual stiffness of at most 0.9\% for 111 and 2.1\% for 220; for 10\% the limits are 1.6\% and 3.7\%.

Equation~(\ref{eq:curved}) is proportional to $Q^2$ at every time, so $I_{220}=I_{111}^{8/3}$ survives the residual curvature. With a short probe and a uniformly excited sample, that relation tests whether the displacements are Gaussian, isotropic and of equal variance on In and Sb. The last condition enters because the two reflections weight the two species differently: if In flew freely while Sb kept its thermal vibration, starting from equal variances, the exponent would drift from about 2.7 at 0.1 ps to about 2.5 at 0.4 ps. Free flight requires more: $\ln I$ must fall in proportion to $t^2$, and the decay times must have the absolute values of Eq.~(\ref{eq:tau}), not only the ratio $\sqrt{8/3}$. Suppose that half of the vibrational modes became flat, that the other half kept their frequencies, and that the flat modes carried half of every atom's mean-square velocity along $\mathbf Q$. The $t^2$ law and the ratio would both survive, but each decay time would be longer by $\sqrt2$.

\section{Assumptions to check in a real InSb experiment}

The temperature, masses and lattice constant are those of ordinary InSb, the last one rounded. The frequencies are rough or chosen values, not measured properties of the excited crystal. The table gives the $1/e$ times when one assumption at a time is changed and the rest are held fixed. Its entries are rounded directly from the full-precision results, not from the four-decimal output.

\begin{center}
\begin{tabular}{lcc}
Change & 111 (ps) & 220 (ps)\\
\hline
None & 0.411 & 0.252\\
Separate In and Sb masses & 0.411 & 0.252\\
Quantum motion, lower bound & 0.397 & 0.243\\
Probe pulse of 0.10 ps & 0.413 & 0.255\\
10\% of atoms unexcited & 0.441 & 0.270
\end{tabular}
\end{center}

For separate masses, the atomic numbers served as rough scattering factors. The quantum bound uses the mean kinetic energy of a harmonic mode of frequency $f$, which exceeds the classical one by the factor $x\coth x$, with $x=hf/(2k_BT)$. This factor increases with $f$, so a rough upper edge of 6 THz for the phonon spectrum limits the increase of $v^2$ to 7.6\%. The probe is Gaussian, with the stated full width at half maximum, and its early photons meet the intact crystal.

The unexcited atoms are taken to scatter coherently with the others. The total relative amplitude at the $1/e$ point is then $0.1+0.9\,G=e^{-1/2}$, so $G=0.563$. As $G=e^{-t^2/2\tau^2}$, the crossing comes at $t=\tau\sqrt{-2\ln0.563}=1.07\,\tau$. In an experiment this fraction depends on how well the laser and x-ray penetration depths are matched. Of the changes in the table it has the largest effect. If the excited and unexcited regions add in intensity instead of amplitude, the condition is $0.1+0.9\,G^2=e^{-1}$ and the crossing comes at $1.10\,\tau$, or 0.453 and 0.277 ps.

A further assumption open to doubt is that atoms never meet. At $\tau$ the rms displacement is $v\tau=\sqrt3/Q$, or 1.03 \AA\ for 111 and 0.63 \AA\ for 220. These are 37\% and 23\% of the 2.81 \AA\ bond length. Whether two atoms meet depends on their relative displacement, whose rms value is larger by $\sqrt2$ because their velocities are independent: 52\% and 32\% of the bond length. Even when bonding is lost, atoms repel at close range, and the flat potential leaves this out. In free flight from uncorrelated initial displacements of the 2 THz model, about a third of the atoms have a neighbour closer than 2.0 \AA\ at $\tau_{111}$, and about a sixth at $\tau_{220}$, so such encounters are common by the $1/e$ point. The size of their effect on the intensity is not calculated here. As far as such encounters are concerned, free flight is safer for the early part of either curve than for its tail, and at the $1/e$ point it is safer for 220 than for 111. Further computed values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K
Lattice constant (rough input): 6.5 angstrom
Masses In, Sb, mean: 114.818, 121.760, 118.289 u
Rms speed v: 2.515 angstrom/ps
Rms velocity component: 1.452 angstrom/ps
Mean speed: 2.317 angstrom/ps
Decay time ratio 111/220: 1.6330
Single-speed intensity at tau: 0.3247
Maxwell intensity at tau: 0.3679
Neighbour correlation, displacement: 0.151
Neighbour correlation, velocity: -0.0007
Rough local frequency before switch: 2.0 THz
Chosen residual frequency: 0.2 THz
Residual/original stiffness: 1.0 %
Rough top phonon frequency: 6.0 THz
Quantum factor in v squared, upper bound: 1.0756
Probe full width at half maximum: 0.10 ps
Unexcited fraction: 10 %
Bond length: 2.81 angstrom
111 Q: 1.6743 1/angstrom
111 tau: 0.4113 ps = 411 fs
111 tau with v=2.5 angstrom/ps: 0.4138 ps
111 half-time: 0.3424 ps
111 relative intensity at 0.2 ps: 0.7894
111 sampled-lattice intensity at tau: 0.3678
111 tau, separate masses: 0.4115 ps
111 tau, quantum lower bound: 0.3966 ps
111 tau, residual curvature: 0.4347 ps
111 tau, inverted curvature: 0.3931 ps
111 largest residual frequency reaching 1/e: 0.380 THz
111 apparent tau, finite probe: 0.4135 ps
111 apparent tau, unexcited part: 0.4410 ps
111 rms displacement at tau: 1.035 angstrom
111 displacement/bond length: 36.8 %
220 Q: 2.7341 1/angstrom
220 tau: 0.2519 ps = 252 fs
220 tau with v=2.5 angstrom/ps: 0.2534 ps
220 half-time: 0.2097 ps
220 relative intensity at 0.2 ps: 0.5323
220 sampled-lattice intensity at tau: 0.3678
220 tau, separate masses: 0.2519 ps
220 tau, quantum lower bound: 0.2429 ps
220 tau, residual curvature: 0.2576 ps
220 tau, inverted curvature: 0.2467 ps
220 largest residual frequency reaching 1/e: 0.603 THz
220 apparent tau, finite probe: 0.2553 ps
220 apparent tau, unexcited part: 0.2701 ps
220 rms displacement at tau: 0.634 angstrom
220 displacement/bond length: 22.5 %
\end{verbatim}
